# Why current vertex corrections vanish in the single-band coherent potential approximation

## 1. The symmetry argument

In a random alloy, the average response to a uniform field contains two Green functions that see the same atoms. Their average need not be the product of their averages. The difference acts as an addition $\Gamma$ to the current operator, called the vertex correction.

In the single-site coherent potential approximation (CPA), $\Gamma$ is site-diagonal. With one orbital per site and a uniform field it is therefore one number $\gamma$, the same on every site. This number must depend linearly on the current, which is a vector that changes sign under inversion. A number attached to an orbital does not change sign. If the averaged medium has inversion symmetry, $\gamma=-\gamma$, so $\gamma=0$.

Three points remain: why the CPA vertex is local, whether a vanishing denominator can spoil the result in the dc limit, and how large the contributions outside the argument are.

## 2. Model and current

Take one orbital per site of a Bravais lattice with $N$ sites,

$$H=\sum_k\varepsilon_k|k\rangle\langle k|+\sum_n e_n|n\rangle\langle n| .$$

The levels $e_n$ are independent and identically distributed; the hopping is the same in every configuration. The position operator $x$ is diagonal in the sites. With $h_{mn}$ the hopping element,

$$\langle m|\tfrac{i}{\hbar}[H,x]|n\rangle=\tfrac{i}{\hbar}h_{mn}(x_n-x_m).$$

The site energies drop out because they commute with $x$. In the Bloch basis the factor $i(x_n-x_m)$ is what $d/dk$ produces when it acts on $e^{ik(x_n-x_m)}$. The velocity is thus nonrandom and diagonal in $k$. I write $v_k=d\varepsilon_k/dk$ and restore $1/\hbar$ in the conductivity.

Let $G(z)=(z-H)^{-1}$. The CPA replaces its average by

$$\bar G_k(z)=\frac{1}{z-\varepsilon_k-\Sigma(z)},\qquad F=\frac1N\sum_k\bar G_k .$$

An atom in this medium is a perturbation $u_n=e_n-\Sigma$ on one site. Summing repeated scattering there gives $u_n+u_nFu_n+\dots$, or

$$t_n=\frac{u_n}{1-u_nF},\qquad \langle t_n\rangle=0 .$$

The second equation fixes $\Sigma$. Subscripts 1 and 2 below mean arguments $z_1$ and $z_2$, both off the real axis.

## 3. First contribution: the local ladder

**Separating the vertex.** Write $G=\bar G+\bar GT\bar G$, where $T$ contains all scattering from the medium and $\langle T\rangle=0$ in the CPA. For any nonrandom operator $A$, the two terms with a single $T$ average to zero, leaving

$$\langle G_1AG_2\rangle=\bar G_1(A+\Gamma)\bar G_2,\qquad \Gamma=\langle T_1\bar G_1A\bar G_2T_2\rangle. \tag{1}$$

**Outermost scatterers.** Let $U_n=u_n|n\rangle\langle n|$ and $T=\sum_nQ_n$, with $Q_n=U_n(1+\bar GT)$. Moving the part of $T$ that starts on site $n$ to the left gives

$$(1-U_n\bar G)Q_n=U_n\Big(1+\bar G\sum_{m\ne n}Q_m\Big).$$

Multiplying by $(1-U_n\bar G)^{-1}$ turns $U_n$ into $t_n|n\rangle\langle n|$:

$$Q_n=t_n|n\rangle\langle n|\Big(1+\bar G\sum_{m\neq n}Q_m\Big).$$

The mirror-image expansion, with $t_n$ on the far right, is used for $T_2$.

The single-site approximation averages the outermost atom independently of the wave that reaches it. If the outermost atoms in $T_1$ and $T_2$ are different, each $t$ is averaged alone and gives zero. If both are atom $n$, the factor $\langle t_{n1}t_{n2}\rangle$ survives. The remaining scattering, from sites other than $n$, has zero average when it occurs on one side only; when it occurs on both sides it is again a vertex. Hence $\Gamma=\sum_n|n\rangle\gamma_n\langle n|$ with

$$\gamma_n=\langle t_{n1}t_{n2}\rangle\,\langle n|\bar G_1\Big(A+\sum_{m\ne n}|m\rangle\gamma_m\langle m|\Big)\bar G_2|n\rangle. \tag{2}$$

**Solving for a uniform source.** If $A$ is diagonal in $k$, all $\gamma_n$ equal $\gamma$. Define

$$\tau=\langle t_1t_2\rangle,\quad M=\frac1N\sum_k\bar G_{k1}\bar G_{k2},\quad a=\frac1N\sum_k\bar G_{k1}A_k\bar G_{k2}.$$

The sum over all $m$ in (2) would give $\gamma M$; the excluded term $m=n$ is $\gamma F_1F_2$. Therefore

$$\gamma=\tau\,[a+\gamma(M-F_1F_2)]\;\Rightarrow\;\gamma=\frac{\tau a}{1-\tau(M-F_1F_2)}. \tag{3}$$

Dividing numerator and denominator by $1+\tau F_1F_2$ gives

$$\gamma=\frac{\Lambda a}{1-\Lambda M},\qquad \Lambda=\frac{\tau}{1+\tau F_1F_2}. \tag{4}$$

The vertex knows about $A$ through the local number $a$ alone.

**Inserting the current.** For $A=v$,

$$a=\frac1N\sum_k\frac{v_k}{(z_1-\Sigma_1-\varepsilon_k)(z_2-\Sigma_2-\varepsilon_k)}. \tag{5}$$

If $\varepsilon_k=\varepsilon_{-k}$, the denominator is even and $v_k$ is odd. The terms at $k$ and $-k$ cancel, so $a=0$.

Parity is sufficient but not necessary. Let $\Phi(\varepsilon)$ be an integral over real $\varepsilon$ of the reciprocal denominator in (5). It is smooth because the poles lie off the real axis. The summand is then $d\Phi(\varepsilon_k)/dk$, and for an infinite lattice its integral over the zone vanishes because $\varepsilon_k$ is periodic. This second argument needs one band and its own velocity, but no inversion symmetry.

The physical content is that an atom which scatters locally re-emits a wave without memory of the direction of arrival. In Boltzmann language, the scattering-in term averages the velocity over the states of equal energy and gives zero.

## 4. Can the denominator undo the result?

Zero divided by a quantity that tends to zero needs care. The size of the denominator follows from the CPA condition. Define the Green function on a site occupied by level $e$,

$$g=\frac{1}{R-e}=F+F^2t,\qquad R=\frac1F+\Sigma .$$

Since $\langle t\rangle=0$, we have $\langle g\rangle=F$ and $\langle g_1g_2\rangle=F_1F_2(1+\tau F_1F_2)$. Averaging the identity $g_1-g_2=(R_2-R_1)g_1g_2$ gives

$$F_1-F_2=\big[(F_1-F_2)-(\Sigma_1-\Sigma_2)F_1F_2\big](1+\tau F_1F_2).$$

Cancelling $F_1-F_2$ on both sides and dividing by $F_1F_2$ leaves

$$\tau(F_1-F_2)=(\Sigma_1-\Sigma_2)(1+\tau F_1F_2)\;\Rightarrow\;\Lambda=\frac{\Sigma_1-\Sigma_2}{F_1-F_2}. \tag{6}$$

This is the Ward identity, written for $F_1\neq F_2$. The same subtraction applied to $\bar G_{k1}\bar G_{k2}$ gives

$$M=-\frac{F_1-F_2}{z_1-z_2-\Sigma_1+\Sigma_2},\qquad 1-\Lambda M=\frac{z_1-z_2}{z_1-z_2-\Sigma_1+\Sigma_2}.$$

For $z_{1,2}=E\pm i\eta$, with one retarded and one advanced function,

$$\frac{1}{1-\Lambda M}=1+\frac{|\mathrm{Im}\,\Sigma|}{\eta}. \tag{7}$$

Inside the alloy band, where $\mathrm{Im}\,\Sigma$ tends to a finite nonzero value, this diverges as $1/\eta$. Outside the band or in a gap it stays finite, except at a pole of $\Sigma$, where it grows faster. In every case it is finite at each finite $\eta$ while $a=0$. Thus $\gamma=0$ before the limit, and hence in it.

The denominator of (3) is also nonzero for general non-real $z_1,z_2$. In the retarded-advanced case, (7) shows that $\tau(M-F_1F_2)$, which is then real and non-negative, is below one. For general arguments, $M-F_1F_2$ is a sum over $m\neq n$ of products $\langle n|\bar G_1|m\rangle\langle m|\bar G_2|n\rangle$. The Cauchy–Schwarz inequality, applied to this sum and to $\langle t_1t_2\rangle$, bounds $|\tau(M-F_1F_2)|$ by the geometric mean of the two retarded-advanced values at $z_1$ and $z_2$. It too is below one.

The divergence has a meaning for the density, $A=1$. Then $a=M$ and $\gamma=1/(1-\Lambda M)-1=|\mathrm{Im}\,\Sigma|/\eta$. Particle number is conserved, so at energies where states exist its response must grow as $1/\eta$. A practical consequence follows: if a $k$ mesh leaves a nonzero local source $a$, it acts like a constant $b=a/M$ in the current, and its vertex is $b\,|\mathrm{Im}\,\Sigma|/\eta$. This weighted $b$ can be nonzero even when the plain mesh average of $v_k$ vanishes, as on a shifted uniform mesh. The mesh should respect $k\to-k$.

## 5. Weighing the ladder for different sources

A chain shows the selection rule at work. Let the hopping be 1 eV, $\varepsilon_k=-2\cos k$ in eV with $k$ in units of $1/a_0$ ($a_0$ is the site spacing), and let the levels be 0 and 1.5 eV with weights 0.7 and 0.3. Choose $z_1=0.4+0.3i$ and $z_2=0.1-0.3i$ eV.

- The velocity gives $|\gamma|=0.0000$ eV.
- The unit source gives $|\gamma|=0.666$.
- The even source $\cos k$ gives $|\gamma|=0.035$.

Adding $0.6\sin2k$ eV to the band removes its evenness. The velocity vertex is still 0.0000 eV, as the total-derivative argument requires. The source $\sin k$, odd but no longer proportional to the velocity, gives 0.237. Odd parity of the source alone is therefore not sufficient; the parity argument also needs an even band.

The unit source also shows what omission of a needed vertex would cost. The resolvent identity $G_1G_2=-(G_1-G_2)/(z_1-z_2)$ fixes the local average at magnitude 1.447 eV$^{-2}$. Without the vertex one obtains 0.893 eV$^{-2}$, which is 38 % too small. With it one obtains 1.447 eV$^{-2}$.

These vertices can be found without the decoupling of Section 3. The matrix

$$\begin{pmatrix}z_1-H&-A\\0&z_2-H\end{pmatrix}^{-1}$$

has $G_1AG_2$ as its upper right block. A CPA for this doubled problem has a $2\times2$ self-energy whose upper right element is $\gamma$. Solved by iteration from a nonzero starting value, it agreed with (3) within $10^{-8}$ for all five sources.

## 6. What remains: the conductivity

At zero temperature, with two spins and volume $V$, the Kubo–Greenwood formula is

$$\sigma=\frac{2\pi e^2}{\hbar V}\,\mathrm{Tr}\,\langle v\,\delta(E_F-H)\,v\,\delta(E_F-H)\rangle,$$

where $v=d\varepsilon/dk$ still carries no $1/\hbar$. Each delta function is $-(G^R-G^A)/2\pi i$. All four products of Green functions factorize, so each delta function becomes $-\mathrm{Im}\,\bar G^R/\pi$:

$$\sigma=\frac{2e^2}{\pi\hbar V}\sum_kv_k^2\,(\mathrm{Im}\,\bar G^R_k)^2. \tag{8}$$

To separate its parts, let $s=-\mathrm{Im}\,\Sigma^R$. Then $|\bar G|^2=-\mathrm{Im}\,\bar G/s$ and

$$(\mathrm{Im}\,\bar G)^2=\tfrac12\big(|\bar G|^2-\mathrm{Re}\,\bar G^2\big).$$

The first, retarded-advanced part grows as $1/s$ for weak disorder. With $-\mathrm{Im}\,\bar G\to\pi\delta(E_F-\varepsilon_k)$ it gives

$$\sigma\simeq\frac{2e^2}{V}\sum_k\frac{v_k^2}{\hbar^2}\,\delta(E_F-\varepsilon_k)\,\tau_s,\qquad\tau_s=\frac{\hbar}{2s}. \tag{9}$$

The transport time equals the lifetime of a Bloch state, as expected when scattering has no directional memory.

**A cubic alloy.** Consider a 50:50 alloy on a simple cubic lattice with spacing 0.25 nm, hopping 1 eV, levels $\pm\delta$ with $\delta=0.3$ eV, and a half-filled band. For two equally likely levels, $\langle t\rangle=0$ reads

$$(\delta-\Sigma)[1+(\delta+\Sigma)F]=(\delta+\Sigma)[1-(\delta-\Sigma)F],$$

so $\Sigma=(\delta^2-\Sigma^2)F$. Particle-hole symmetry puts $E_F$ at zero and makes $F=-i\pi\rho$ imaginary, with $\rho$ the density of states per site and spin. Hence $s=\pi\rho(\delta^2+s^2)$. With $\rho=0.1415$ eV$^{-1}$ and $s=0.0407$ eV on the right,

$$s=0.4445\times(0.09000+0.00166)\ \mathrm{eV}=0.04074\ \mathrm{eV}.$$

The lifetime is $0.6582\ \mathrm{eV\,fs}/0.08148\ \mathrm{eV}=8.08$ fs. The root-mean-square Fermi speed is $1.004\times10^6$ m/s, so the mean free path is $l=8.1$ nm.

Equation (9), with the CPA density of states and $\langle v_x^2\rangle$ equal to one third of the squared speed, becomes

$$\sigma\simeq2e^2\,\frac{0.1415\ \mathrm{eV}^{-1}}{(0.25\ \mathrm{nm})^3}\,\frac{(1.004\times10^6\ \mathrm{m/s})^2}{3}\,(8.08\ \mathrm{fs}),$$

or about $7.9\times10^6$ S/m. The full expression (8) gives $7.99\times10^6$ S/m; the part with two Green functions of the same type adds about 1 %. The resistivity is **12.5 µΩ cm**. The golden rule in the clean band gives 12.4 µΩ cm.

The cancellation is not due to a small ladder factor. In this alloy (7) gives 5.07 at $\eta=10$ meV and 41.7 at 1 meV. The current avoids this amplification because its local source is zero.

## 7. Second contribution: crossed scattering

The theorem concerns the CPA, not the full configuration average. For levels $\pm\delta$, the lowest vertex term has one scattering from the same atom on each side of the current. It contains $\langle n|\bar G_1v\bar G_2|n\rangle=0$. Third-order terms vanish for this symmetric distribution. At fourth order two atoms can appear in crossed order:

$$\bar G_1U_n\bar G_1U_m\bar G_1\,v\,\bar G_2U_n\bar G_2U_m\bar G_2 .$$

The source is now $\langle m|\bar G_1v\bar G_2|n\rangle$ between different sites, where parity permits a nonzero value. The same order also contains crossed terms with three scatterings on one side of the current and one on the other, such as $\bar G_1U_n\bar G_1U_m\bar G_1U_n\bar G_1\,v\,\bar G_2U_m\bar G_2$. Their source is likewise off-diagonal, and they must be counted together with the term above.

Averaging over all 256 configurations of an eight-site ring tests the order in $\delta$. The hopping is 1 eV and $z_{1,2}=0.5\pm1.0i$ eV. Doubling $\delta$ from 0.05 to 0.10 eV increases the current vertex, traced with a second $v$, with power 3.99. The density vertex has power 2.00. The power does not single out one diagram. On this ring, per site and with energies in eV, the displayed term contributes $-0.053\,\delta^4$ and the three-plus-one terms $+0.086\,\delta^4$, leaving $+0.033\,\delta^4$.

For the cubic lattice, supercells of 512 sites were averaged over 20 configurations at $\eta=0.3$ eV. The vertex share is the excess of the full current correlation over the value built from the averaged Green function, relative to the latter.

- For levels $\pm0.3$ eV the share is 0.01 %, and the CPA correlation lies 0.5 % below the full one, whose sampling error is 0.3 %.
- For levels $\pm1.0$ eV the share is 0.2 %, and the CPA lies 1.2 % below, with a sampling error of 0.6 %.

The CPA differences are about two sampling errors, so their sizes are poorly determined. The digits depend on the random draw. Other sets of 35 to 45 configurations gave a share of $1.0\pm0.3$ % for $\pm1.0$ eV and a CPA difference of $-0.1\pm0.2$ % for $\pm0.3$ eV. The shares show only that, at this $\eta$, the vertex is of order 1 % or less. The added $\eta$ also exceeds the 41 meV width of the $\pm0.3$ eV alloy and suppresses long interference paths. These numbers are not a dc measurement.

For the dc limit, begin with scale estimates. Coherent backscattering, cut off at wavevector $1/l$, changes $\sigma$ by roughly $e^2/\pi^3\hbar l$, while for free electrons $\sigma=e^2k_F^2l/3\pi^2\hbar$; the ratio is about $1/(k_Fl)^2$. With a free-electron $k_F$ for one electron per site, $k_Fl\approx100$ and the ratio is about $10^{-4}$. Short-range crossed processes may enter at the larger scale $1/k_Fl\approx1$ %. Summing the leading crossed terms, of fourth order in $t$, on the cubic lattice at $\eta=0$ agrees with this scale. For levels $\pm0.3$ eV the crossed vertex raises $\sigma$ by about 0.5 % and the crossed self-energy by about 0.25 %. For $\pm1.0$ eV the same terms give about 4 % and 2 %, and higher orders are then not negligible a priori. Neither estimate is a bound. When $k_Fl$ approaches one, or the states localize, the CPA result no longer represents the full average.

## 8. Third contribution: changes in the current or the orbitals

**Random hopping.** If the bond strengths vary, the argument fails twice. The velocity varies with them and cannot be taken outside the average. A bond is also a two-site scatterer: along its direction the squared matrix element is proportional to $2+2\cos(k+k')$, so the scattered wave remembers the direction of arrival. On the same ring without level disorder, let each hopping be $1\pm\delta_h$ eV. The difference between the full current correlation and the product of averaged quantities grows with power 1.98 when $\delta_h$ doubles from 0.05 to 0.10. This is second order, the same order as the scattering rate. About 40 % of this difference remains when the velocity is held at its average value; that part comes from the anisotropic scattering alone.

**Several orbitals.** Let $P$ be $+1$ for an s orbital and $-1$ for a p orbital. Inversion gives $H(-k)=PH(k)P$ and $v(-k)=-Pv(k)P$. The local source matrix $L=N^{-1}\sum_k\bar G_1v\bar G_2$ then obeys $L=-PLP$. Its ss and pp elements vanish, but sp is allowed. In an s-p chain with level offset $\pm1$ eV, intraband hopping 1 eV and s-p hopping 0.5 eV, taken at 0.8 eV with assumed widths of 0.2 eV (s) and 0.3 eV (p), the ss element is 0.0000 and the sp element 1.46 eV$^{-1}$. It produces a vertex if disorder correlates the s and p scattering, $\langle t_{s1}t_{p2}\rangle\neq0$. Here $v=dH/dk$. An on-site s-p dipole element of $x$, neglected in this model, adds to the current a term proportional to $e_s-e_p$, which is random if that splitting differs between the atoms.

**Finite wavevector.** A current at wavevector $q$ contains $v_{k+q/2}\bar G_1(k)\bar G_2(k+q)$. Replacing $k$ by $-k-q$ reverses $v$ but also exchanges the momenta of the two Green functions. For $z_1\neq z_2$ the terms need not cancel. In the even chain of Section 5, at $q=0.393/a_0$, the source is 0.87 eV$^{-1}$. For a current parallel to $q$, the dc result therefore requires $q\to0$ before $\eta\to0$. For a current perpendicular to $q$, a mirror symmetry that reverses the current and leaves $q$ unchanged still makes the source vanish.

## 9. The model beside a real alloy

The parameters are round numbers in the rough regime of disordered noble-metal alloys such as Cu-Au, whose resistivity is of order ten µΩ cm. The model value of 12.5 µΩ cm lies in that range, but the level splitting was chosen freely, so this is not a prediction. Real Cu-Au is face-centred cubic and has d states. Its two kinds of atom also differ in hopping, which breaks the assumption of a nonrandom current. An independent hopping spread of $\pm5$ %, an assumed value, on six bonds per site has a second moment $6\times(0.05\ \mathrm{eV})^2=0.015\ \mathrm{eV}^2$. This is 17 % of the site-disorder value $0.09\ \mathrm{eV}^2$. It compares disorder strengths and matches the golden-rule lifetime rate. Because bond scattering is anisotropic, the golden-rule transport rate for this band is larger, about 20 %.

Two other omissions are of similar size. A rough room-temperature phonon resistivity of 2 µΩ cm, if simply added, is 16 % of the CPA value. In a 20 nm film with fully diffuse surfaces, the leading thick-film estimate for a spherical Fermi surface, $3l/8d$ (with $d$ the thickness), adds $3\times8.1/160=15$ %. This is low here: averaged over the Fermi surface of the half-filled cubic band the leading term is about 21 %, and the full Boltzmann expression at $l/d\approx0.4$ raises the resistivity by about 25 %. Thermal smearing at 300 K, with the disorder held fixed, changes the conductivity by only $-0.015$ %. Among the effects estimated here, the largest are random hopping, phonons and surfaces; the d states and the true crystal structure were not estimated. The numerical check computes the main values behind these comparisons. It does not include the split of the fourth-order and hopping terms, the dc crossed terms, the second supercell draw, the bond transport rate or the band-averaged film values.

## Calculated quantities

```
CHAIN: hopping 1 eV, levels 0 and 1.5 eV, weights 0.7 and 0.3
z1 = (0.4+0.3j) eV, z2 = (0.1-0.3j) eV
|vertex| velocity, even band: 0.0000 eV
|vertex| unit source, even band: 0.6659 source units
|vertex| cos k source, even band: 0.0354 source units
|vertex| velocity, non-even band: 0.0000 eV
|vertex| sin k source, non-even band: 0.2368 source units
|<G1 G2>| local, no vertex: 0.8934 eV^-2
|<G1 G2>| local, with vertex: 1.4471 eV^-2
|<G1 G2>| local, resolvent identity: 1.4471 eV^-2
Local current source at q = 0.393/a: 0.8737 eV^-1
s-p chain, local source ss: 0.0000 eV^-1
s-p chain, local source sp: 1.4624 eV^-1
EXACT RING: 8 sites, all 256 configurations
Order in disorder, current case: 3.987
Order in disorder, density case: 1.996
Order in disorder, hopping case: 1.976
ALLOY: simple cubic, 50:50, half-filled band
Lattice constant: 0.25 nm; hopping: 1.0 eV
Site levels: -0.3 and +0.3 eV
Density of states: 0.1415 per eV, site, spin
-Im Sigma: 40.74 meV; golden rule: 40.17 meV
Lifetime: 8.08 fs
rms Fermi speed: 1.004 x 10^6 m/s
Mean free path: 8.11 nm
Conductivity: 7.985 x 10^6 S/m
Resistivity, CPA: 12.52 uOhm cm
Resistivity, golden rule: 12.43 uOhm cm
Ladder factor 1/(1-Lambda M), eta = 10 meV: 5.065
Ladder factor 1/(1-Lambda M), eta = 1 meV: 41.732
SUPERCELLS: 512 sites, 20 configurations, eta = 0.3 eV
Levels +-0.3 eV: CPA/exact - 1 = -0.53 %
  exact vertex share = 0.01 %, sampling error = 0.29 %
Levels +-1.0 eV: CPA/exact - 1 = -1.21 %
  exact vertex share = 0.20 %, sampling error = 0.57 %
NEGLECTED EFFECTS in the alloy example
Thermal smearing at 300 K, change of conductivity: -0.015 %
Phonons, rough input 2.0 uOhm cm: 16.0 % of CPA resistivity
Diffuse surfaces, 20 nm film, 3l/8d: 15.2 %
Independent hopping spread +-5 %, second-moment ratio to site disorder: 16.7 %
Free-electron kF times l: 100.4; 1/(kF l)^2: 9.92e-05
```
